Shallow donors in an ellipsoidal valley: the Kohn-Luttinger variational energy

**Question**

An electron in one ellipsoidal conduction-band valley has mass m_t for motion along x and y and a larger mass m_l for motion along z. It is bound to a singly charged donor at the origin of a medium with relative permittivity ε_r. In the effective-mass approximation its envelope function F obeys the Hamiltonian

H = −(ħ²/2m_t)(∂²/∂x² + ∂²/∂y²) − (ħ²/2m_l) ∂²/∂z² − e²/(4πε₀ε_r r),

with energies measured from the valley minimum. The Kohn-Luttinger trial function has two positive radii, a and b:

F = N exp(−u), u = √[(x² + y²)/a² + z²/b²].

Take the following as given inputs of the model, representative of the two materials but not to be read as measured values to the digits shown; m₀ is the free-electron mass:

- Silicon: m_t = 0.19 m₀, m_l = 0.92 m₀, ε_r = 11.4.
- Germanium: m_t = 0.082 m₀, m_l = 1.59 m₀, ε_r = 15.4.

**(a) Normalize F and find the expectation value of the kinetic energy.**

*Answer.* Introduce scaled coordinates x = a u_x, y = a u_y, z = b u_z. Then u is the length of the vector (u_x, u_y, u_z), and d³r = a²b d³u. The norm is

∫F² d³r = N²a²b · 4π ∫₀^∞ u² e^(−2u) du = N²a²b · 4π · (1/4) = πa²b N².

Hence N² = 1/(πa²b).

Integration by parts turns −∫F ∂²F/∂x² d³r into ∫(∂F/∂x)² d³r. The surface term at infinity vanishes because F decays exponentially. The cusp at the origin adds nothing, because the gradient is bounded there and the area of a small surface around the origin tends to zero.

Since ∂u/∂x = u_x/(a u),

∫(∂F/∂x)² d³r = (1/πa²) ∫ (u_x²/u²) e^(−2u) d³u.

The weight e^(−2u) is spherically symmetric in the scaled coordinates, so u_x²/u² averages to 1/3. The remaining integral is π, and the result is 1/(3a²). The y term is the same, and the z term is 1/(3b²). Therefore

T = (ħ²/6) [2/(m_t a²) + 1/(m_l b²)].

**(b) Find the expectation value of the potential energy.**

*Answer.* Let β = b/a and u_z = uc, where c is the cosine of the polar angle in the scaled coordinates. Then

r = √[a²u²(1 − c²) + b²u²c²] = au √[1 − (1 − β²)c²].

The radial integral is ∫₀^∞ u e^(−2u) du = 1/4. The azimuthal integral gives 2π, and the integrand is even in c, so

⟨1/r⟩ = (1/πa) · 2π · (1/4) · 2 ∫₀¹ dc/√[1 − (1 − β²)c²] = g/a.

For β < 1, the substitution √(1 − β²) c = sin φ gives

g = arccos β / √(1 − β²).

For β > 1, the corresponding hyperbolic substitution gives g = arccosh β/√(β² − 1). At β = 1, g = 1. The potential energy is

V = −e² g/(4πε₀ε_r a).

**(c) At fixed shape β, minimize the energy with respect to size.**

*Answer.* Define the transverse Bohr radius, the transverse Rydberg and the mass ratio:

a_t = 4πε₀ε_r ħ²/(m_t e²), Ry_t = ħ²/(2m_t a_t²), γ = m_t/m_l.

With b = βa, the kinetic energy becomes

T = (ħ²/2m_t a²) K = Ry_t K (a_t/a)², K = (2 + γ/β²)/3.

The definition of a_t gives e²/(4πε₀ε_r) = ħ²/(m_t a_t) = 2Ry_t a_t, so V = −2Ry_t g a_t/a. With s = a_t/a,

E/Ry_t = Ks² − 2gs = K(s − g/K)² − g²/K.

The square vanishes at s = g/K. Thus, for the given β,

a = a_t K/g, b = βa, E = −Ry_t g²/K.

At this size T = Ry_t g²/K = −E and V = −2Ry_t g²/K = 2E, which is the virial relation.

**(d) Derive the condition that fixes β, and show that it selects the global minimum when m_t < m_l.**

*Answer.* The task is to maximize J = g²/K. Let w = 1/β² − 1, which runs from −1 to infinity, and define

G(w) = ∫₀¹ dv/(1 + wv²).

For β < 1, write β = cos θ. Then √w = tan θ, G = θ/tan θ and g = θ/sin θ, so g = G/cos θ = G√(1 + w). For β > 1, write β = cosh η. Then G = η/tanh η and g = η/sinh η = G/cosh η, which is again G√(1 + w). Hence

J = 3(1 + w)G² / [2 + γ(1 + w)],

d ln J/dw = 1/(1 + w) − γ/[2 + γ(1 + w)] + 2G′/G
= 2/{(1 + w)[2 + γ(1 + w)]} + 2G′/G.

To find G′, integrate v · d/dv[1/(1 + wv²)] = −2wv²/(1 + wv²)² from 0 to 1. The right side gives 2wG′, and integration by parts on the left gives

2wG′ = 1/(1 + w) − G.

Now set f = 1/G and q = (f − 1)/w, so that f = 1 + wq. Then

2G′/G = [f/(1 + w) − 1]/w = −(1 − q)/(1 + w).

The derivative of ln J therefore vanishes when 2/[2 + γ(1 + w)] = 1 − q. Solving for γ gives γ(1 + w) = 2q/(1 − q), or

2/γ = (1 + w)(1/q − 1).

For w > 0, f = √w/arctan √w.

To count the roots, write D = 1 + wv². Then

G′ = −∫₀¹ v²/D² dv, G″ = 2∫₀¹ v⁴/D³ dv.

Apply the Cauchy-Schwarz inequality to the functions D^(−1/2) and v²D^(−3/2). They are not proportional, so (G′)² < G · G″/2. It follows that

f″ = [2(G′)² − GG″]/G³ < 0.

Thus f is strictly concave. Since f(0) = 1, q is the slope of the chord of f from 0 to w, and this slope decreases strictly with w. As w → −1, G diverges, so f → 0 and q → 1; hence q < 1 throughout. Because G decreases with w, f increases, so q > 0.

Both factors in (1 + w)(1/q − 1) are therefore positive and strictly increasing. The product tends to 0 as w → −1. It equals 2 at w = 0, where q = f′(0) = −G′(0) = 1/3. It diverges as w → ∞, where f grows as 2√w/π and q → 0. Each γ thus has exactly one root, and γ < 1 places it at w > 0, that is, at b < a.

This root is the maximum of J. As β → 0, g → π/2 while K → ∞. As β → ∞, g → 0 while K → 2/3. The positive function J vanishes at both ends, so its single stationary point is its global maximum and gives the global minimum of E.

The flattened shape has a direct meaning: confinement along z costs less kinetic energy because m_l is larger, and it brings the electron closer to the donor. For equal masses the root is w = 0, which returns the hydrogenic result a = b = a_t, E = −Ry_t.

**(e) Evaluate the energies and both radii for silicon and germanium.**

*Answer.* For silicon, γ = 0.19/0.92 = 0.2065, a_t = 3.175 nm and Ry_t = 19.891 meV. The shape condition requires 2/γ = 2 × 0.92/0.19 = 9.684. Its numerical root is w = 2.0426, or β = 0.5733. As a check, this w gives f = 1.4883 and q = 0.2391, so (1 + w)(1/q − 1) = 9.68. Then

K = (2 + 0.2065 × 3.0426)/3 = 0.8761, g = 1.1720,

a = 3.175 nm × 0.8761/1.1720 = 2.37 nm, b = 0.5733a = 1.36 nm,

E = −19.891 meV × 1.5678 = −31.2 meV.

For germanium, γ = 0.0516, a_t = 9.938 nm and Ry_t = 4.704 meV. The root is β = 0.3547, with K = 0.8033 and g = 1.2922. Hence

a = 9.938 nm × 0.8033/1.2922 = 6.18 nm, b = 0.3547a = 2.19 nm,

E = −4.704 meV × 2.0787 = −9.78 meV.

The model binding energies are therefore about 31 meV (0.031 eV) for silicon and 10 meV (0.010 eV) for germanium. The radii are also root-mean-square extents. In scaled coordinates ⟨u_x²⟩ = (1/3) · 4∫₀^∞ u⁴e^(−2u) du = (4/3)(3/4) = 1, so √⟨x²⟩ = a and, likewise, √⟨z²⟩ = b.

**(f) What does the second radius gain, how accurate is the trial function, and what limits the comparison with real donors?**

*Answer.* With a single radius, β = 1, g = 1 and K = (2 + γ)/3, so

E₁ = −3Ry_t/(2 + γ).

This gives −27.0 meV for silicon and −6.9 meV for germanium. The second radius lowers the energies by about 4.1 meV and 2.9 meV. The gain is the larger fraction of the binding in germanium, whose masses differ more.

The trial function can be judged within the same Hamiltonian by diagonalizing it in a large basis that contains F. The lowest eigenvalues are −31.23 meV and −9.84 meV. They are themselves variational upper bounds, and enlarging the basis to its final size changed them by less than 0.005 meV. Relative to these values, the two-radius energy is too high by 0.14 % in silicon and 0.59 % in germanium.

The limit γ → 0 shows where the trial function does worse. There w → ∞ and q → 0, so γ/β² = 2q/(1 − q) → 0, K → 2/3 and g → π/2. The trial energy tends to

E → −(3π²/8) Ry_t ≈ −3.70 Ry_t.

The true ground-state energy of H tends to −4Ry_t. To see this, let ρ = √(x² + y²). Dropping the positive z kinetic energy and replacing 1/r by the larger 1/ρ leaves two-dimensional hydrogen, whose nodeless solution exp(−2ρ/a_t) has energy −4Ry_t. This is a lower bound. A product of that function with a narrow function of z approaches the bound, because the kinetic cost of a fixed width in z vanishes with γ, after which the width can be made small. In this limit the trial function therefore misses about 7.5 % of the binding.

For the two materials, a modest change in the permittivity matters more than the variational error. At fixed masses Ry_t is proportional to 1/ε_r², while β does not depend on ε_r. Raising ε_r from 11.4 to 12.0 changes the silicon energy to −28.1 meV, and raising it from 15.4 to 16.0 changes the germanium energy to −9.1 meV. The figures of 31 and 10 meV thus belong to the stated parameters.

The Hamiltonian also leaves out the short-range potential of the particular donor atom, the coupling between equivalent valleys, and the weakening of dielectric screening at short distance. It requires an envelope that varies slowly over a lattice spacing. This condition is met less well at the donor, where F has a cusp and its gradient changes direction abruptly, and for the smaller silicon orbit. The results are one-valley effective-mass energies, not predictions of the measured ground-state ionization energy of a specific donor.

The numerical check checks the energy formulas by direct integration and the minimum by a numerical search over both radii.

Numbers as computed

```
Si: m_t = 0.19 m0, m_l = 0.92 m0, eps_r = 11.4
Si: mass ratio gamma = 0.2065
Si: transverse Bohr radius a_t = 3.175 nm
Si: transverse Rydberg Ry_t = 19.891 meV
Si: optimal ratio beta = b/a = 0.5733
Si: w = 2.0426
Si: Coulomb factor g = 1.1720
Si: kinetic factor K = 0.8761
Si: g^2/K = 1.5678
Si: transverse radius a = 2.373 nm
Si: longitudinal radius b = 1.361 nm
Si: kinetic energy = 31.19 meV
Si: potential energy = -62.37 meV
Si: two-radius energy E = -31.19 meV
Si: two-radius energy E = -0.03119 eV
Si: one-radius energy (a = b) = -27.04 meV
Si: large-basis energy = -31.23 meV
Si: variational error = 0.044 meV
Si: relative error = 0.14 %
Si: E with eps_r = 12.0 is -28.14 meV
Ge: m_t = 0.082 m0, m_l = 1.59 m0, eps_r = 15.4
Ge: mass ratio gamma = 0.0516
Ge: transverse Bohr radius a_t = 9.938 nm
Ge: transverse Rydberg Ry_t = 4.704 meV
Ge: optimal ratio beta = b/a = 0.3547
Ge: w = 6.9475
Ge: Coulomb factor g = 1.2922
Ge: kinetic factor K = 0.8033
Ge: g^2/K = 2.0787
Ge: transverse radius a = 6.178 nm
Ge: longitudinal radius b = 2.191 nm
Ge: kinetic energy = 9.78 meV
Ge: potential energy = -19.56 meV
Ge: two-radius energy E = -9.78 meV
Ge: two-radius energy E = -0.00978 eV
Ge: one-radius energy (a = b) = -6.88 meV
Ge: large-basis energy = -9.84 meV
Ge: variational error = 0.058 meV
Ge: relative error = 0.59 %
Ge: E with eps_r = 16.0 is -9.06 meV
```
